# Critical thickness on a compliant substrate by energy and by force, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: partition of the strain energy

A calculation on a strained film starts with a decision: may the film be modelled as coherent with its substrate, or must the model contain misfit dislocations? On a very thick substrate the film thickness is compared with the bulk critical thickness $h_{c,\mathrm{bulk}}$. On a substrate that is itself a membrane a few nanometres thick, this comparison can give the wrong answer. In the example below, $h_{c,\mathrm{bulk}}$ is 6.1 nm. A 12 nm film would then be expected to contain dislocations, yet on a free 10 nm membrane the coherent state is still the favoured one. The relation that settles the matter is

$$\frac{1}{h_{c,\mathrm{bulk}}}=\frac{1}{h_f}+\frac{1}{h_s},$$

where $h_s$ is the substrate thickness and $h_f$ is the critical film thickness on that substrate. It holds in a model whose conditions are stated as they enter.

### The coherent bilayer

Let the film and the substrate have in-plane lattice parameters $a_f$ and $a_s$ when unstressed. In the coherent state both take a common value $a$, so their strains are

$$\varepsilon_f=\frac{a-a_f}{a_f},\qquad \varepsilon_s=\frac{a-a_s}{a_s}.$$

Subtracting, the two terms $-1$ cancel and

$$\varepsilon_f-\varepsilon_s=\frac{a}{a_f}-\frac{a}{a_s}=\frac{a\,(a_s-a_f)}{a_f a_s}\approx\frac{a_s-a_f}{a_f}\equiv\varepsilon_m .$$

The approximation keeps the first order in the misfit, as small-strain elasticity does throughout. I take $a_s>a_f$, so that $\varepsilon_m>0$, the film is in tension and the substrate in compression. For the opposite misfit all strains and the Burgers vector change sign, and the energies stay the same.

Both layers are isotropic with the same elastic constants. Their top and bottom faces carry no normal stress. Under an equal strain $\varepsilon$ in both in-plane directions, Hooke's law gives $\varepsilon=(\sigma-\nu\sigma)/E$, where $E$ is Young's modulus and $\nu$ is Poisson's ratio. Hence

$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}=\frac{2\mu(1+\nu)}{1-\nu},$$

with $\mu$ the shear modulus and $E=2\mu(1+\nu)$. The energy per volume is $\tfrac12\sigma\varepsilon$ for each of the two directions, which adds up to $M\varepsilon^2$. The usual factor $\tfrac12$ is therefore absent from the biaxial energy.

The bilayer can stretch and shrink freely in its plane, but it is held flat. A frictionless flat support that prevents bending would do this. If the lower face of the substrate were instead bonded to a rigid handle, the substrate could not change its length, and the sharing of strain derived here would not occur.

The elastic energy per area is

$$U=M\left(h_f\varepsilon_f^2+h_s\varepsilon_s^2\right),\qquad \varepsilon_s=\varepsilon_f-\varepsilon_m .$$

One strain remains free, and the layers choose it so that $U$ is least:

$$\frac{dU}{d\varepsilon_f}=2M\left[h_f\varepsilon_f+h_s(\varepsilon_f-\varepsilon_m)\right]=0 .$$

The bracket is $h_f\varepsilon_f+h_s\varepsilon_s$. Minimum energy thus means that the in-plane forces of the two layers cancel. Solving for the strains gives

$$\varepsilon_f=\varepsilon_m\frac{h_s}{h_f+h_s},\qquad
\varepsilon_s=-\varepsilon_m\frac{h_f}{h_f+h_s}.$$

The thinner layer carries the larger strain. For $h_s\gg h_f$ the film takes up the whole misfit, as on a bulk substrate. For $h_f\gg h_s$ the film is nearly relaxed, and the substrate is compressed by nearly the whole misfit.

### How the energy is divided

Inserting the strains gives the energy of each layer:

$$U_f=M\varepsilon_m^2\frac{h_f h_s^2}{(h_f+h_s)^2},\qquad
U_s=M\varepsilon_m^2\frac{h_s h_f^2}{(h_f+h_s)^2}.$$

In the sum, a common factor $h_fh_s$ leaves $h_s+h_f$, which cancels one power of the denominator:

$$U=M\varepsilon_m^2\frac{h_fh_s(h_s+h_f)}{(h_f+h_s)^2}
=M\varepsilon_m^2\frac{h_fh_s}{h_f+h_s}.$$

It is natural to define an effective thickness by

$$h_{\mathrm{eff}}=\frac{h_fh_s}{h_f+h_s},\qquad
\frac{1}{h_{\mathrm{eff}}}=\frac{1}{h_f}+\frac{1}{h_s},$$

so that $U=M\varepsilon_m^2h_{\mathrm{eff}}$. The shares are

$$\frac{U_f}{U}=\frac{h_s}{h_f+h_s},\qquad \frac{U_s}{U}=\frac{h_f}{h_f+h_s}.$$

The reciprocal thicknesses add for the same reason as the compliances of two springs in series. The layers carry forces of equal magnitude, and their deformations together make up the misfit. A layer of thickness $h$ has a stiffness proportional to $h$, so its compliance is proportional to $1/h$.

The effective thickness is smaller than either layer thickness. A coherent film on a thin substrate therefore stores less energy than the same film on a bulk substrate, where $U=M\varepsilon_m^2h_f$. This is true even though the substrate now stores energy of its own.

### Adding misfit dislocations

Let two perpendicular arrays of straight dislocations lie in the interface, each with $\rho$ lines per length. Let $b$ be the component of the Burgers vector that lies in the interface and is perpendicular to the line. Its sign is chosen to relieve the misfit. Across a length $L$ there are $\rho L$ lines, which take up a length difference $\rho Lb$. Only the remaining mismatch has to be accommodated by uniform strain:

$$\varepsilon_f-\varepsilon_s=\varepsilon_m-\rho b .$$

The partition argument applies to this reduced misfit without change. Each line also costs an energy $E_d$ per length, made up of its core and the elastic field around it. The length of line per area is $\rho$ for each array, or $2\rho$ in total. The energy is modelled as

$$U(\rho)=Mh_{\mathrm{eff}}(\varepsilon_m-\rho b)^2+2\rho E_d .$$

The quadratic term treats the remaining misfit as uniform. This overstates the repulsion between parallel lines that are far apart, because $E_d$ already contains the full field of an isolated line. The onset is not affected, since it depends only on the term linear in $\rho$.

Expanding the square gives

$$U(\rho)=Mh_{\mathrm{eff}}\varepsilon_m^2
+2\left(E_d-Mh_{\mathrm{eff}}\varepsilon_m b\right)\rho
+Mh_{\mathrm{eff}}b^2\rho^2 .$$

The coefficient of $\rho^2$ is positive, so the curve is convex. If its slope at $\rho=0$ is positive or zero, no positive density can lower the energy. If the slope is negative, a small density does lower it. The onset is therefore the point where the slope vanishes:

$$Mh_{\mathrm{eff}}\varepsilon_m b=E_d,\qquad
h_{\mathrm{eff}}=\frac{E_d}{M\varepsilon_m b}.$$

The factor 2 from differentiating the square has cancelled the factor 2 from the two arrays.

For a bulk substrate, $h_s\to\infty$ and $h_{\mathrm{eff}}\to h_f$. The same condition then defines

$$h_{c,\mathrm{bulk}}=\frac{E_d}{M\varepsilon_m b}.$$

The energy $E_d$ contains the logarithm of an outer length that depends on the layer thicknesses. Neglecting the change of this logarithm means using one value of $E_d$ in both conditions. Their right-hand sides are then equal, hence $h_{\mathrm{eff}}=h_{c,\mathrm{bulk}}$, or

$$\boxed{\frac{1}{h_{c,\mathrm{bulk}}}=\frac{1}{h_f}+\frac{1}{h_s}}$$

### What the relation says

Solved for the film thickness, the relation reads

$$h_f=\frac{h_{c,\mathrm{bulk}}\,h_s}{h_s-h_{c,\mathrm{bulk}}}.$$

For a thick substrate, expansion in $h_{c,\mathrm{bulk}}/h_s$ gives

$$h_f\approx h_{c,\mathrm{bulk}}\left(1+\frac{h_{c,\mathrm{bulk}}}{h_s}\right).$$

The gain over the bulk value is 11 % at $h_s=10h_{c,\mathrm{bulk}}$ and 25 % at $h_s=5h_{c,\mathrm{bulk}}$. At $h_s=2h_{c,\mathrm{bulk}}$ the critical film thickness has doubled. As $h_s$ falls towards $h_{c,\mathrm{bulk}}$, it diverges.

For $h_s\le h_{c,\mathrm{bulk}}$ there is no finite critical thickness in this model. The reason is the inequality $h_{\mathrm{eff}}<h_s$: however thick the film becomes, the effective thickness stays below $h_{c,\mathrm{bulk}}$. A very thick film is nearly relaxed, and the strained layer is then the substrate, which is too thin to pay for dislocations. The statement concerns equilibrium against interface dislocations. It does not exclude cracks, islands or other defects.

The energy of the film alone would not give the right criterion. Setting $U_f$ equal to the bulk critical energy $M\varepsilon_m^2h_{c,\mathrm{bulk}}$ would require

$$\frac{h_fh_s^2}{(h_f+h_s)^2}=h_{c,\mathrm{bulk}} .$$

The left side has its maximum $h_s/4$ at $h_f=h_s$. This rule would exclude dislocations for every $h_s<4h_{c,\mathrm{bulk}}$. The error lies in ignoring the substrate energy, which a dislocation also lowers.

### Beyond the onset

When $h_{\mathrm{eff}}>h_{c,\mathrm{bulk}}$, the density in this uniform-misfit model follows from $dU/d\rho=0$:

$$-2Mh_{\mathrm{eff}}b(\varepsilon_m-\rho b)+2E_d=0 .$$

Replacing $E_d$ by $M\varepsilon_mb\,h_{c,\mathrm{bulk}}$ and dividing by $2Mh_{\mathrm{eff}}b$ gives

$$\varepsilon_m-\rho b=\varepsilon_m\frac{h_{c,\mathrm{bulk}}}{h_{\mathrm{eff}}},\qquad
\rho b=\varepsilon_m\left(1-\frac{h_{c,\mathrm{bulk}}}{h_{\mathrm{eff}}}\right).$$

This formula should not be read as a prediction of the line spacing. In a bilayer held flat, the stress of a line fades over a distance comparable with the total thickness. Parallel lines much farther apart than that hardly repel each other, so just beyond the onset the equilibrium density is higher than the formula gives.

### A worked example

Take round model parameters that describe no particular material: $\mu=60$ GPa, $\nu=0.25$, $b=0.40$ nm and $\varepsilon_m=0.01$. Then

$$M=\frac{2(60)(1.25)}{0.75}=200\ \mathrm{GPa}.$$

For an edge dislocation below a free surface, the line energy is taken as

$$E_d=K\ln\frac{R}{r_0},\qquad K=\frac{\mu b^2}{4\pi(1-\nu)},\qquad R=2h_f .$$

The core cutoff $r_0=0.10$ nm absorbs the core energy and the additive constants. Since $1\ \mathrm{GPa\,nm^2}=1\ \mathrm{nJ/m}$,

$$K=\frac{60(0.40)^2}{4\pi(0.75)}=1.019\ \mathrm{nJ/m},\qquad
\frac{K}{M\varepsilon_mb}=\frac{1.0186}{0.8}=1.273\ \mathrm{nm}.$$

The bulk condition is $h=1.273\,\ln(2h/r_0)$ with lengths in nanometres. Of its two roots the larger is the critical thickness, because there an increase of $h$ makes dislocations favourable. It is

$$h_{c,\mathrm{bulk}}=1.2732\times4.8075=6.12\ \mathrm{nm}\quad(61.2\ \text{Å}),$$

and the corresponding line energy is $E_d=1.0186\times4.8075=4.90$ nJ/m.

On a substrate of 10 nm the relation gives

$$\frac{1}{h_f}=\frac{1}{6.121}-\frac{1}{10}=0.0634\ \mathrm{nm^{-1}},\qquad h_f=15.8\ \mathrm{nm}.$$

At this onset the film strain is $1\,\%\times10/25.78=0.388\,\%$, and the substrate strain is $-0.612\,\%$. The film holds 38.8 % of the elastic energy and the substrate 61.2 %. The total is $200\times10^{-4}\times6.121=0.122$ J/m², which is also the energy of the bulk system at its own onset.

If the film is grown to twice this thickness, 31.6 nm, then $h_{\mathrm{eff}}=7.59$ nm. The uniform-misfit model gives a relieved misfit of $1\,\%\,(1-6.121/7.594)=0.194\,\%$ and a line spacing $b/(\rho b)$ of 206 nm. This is about five times the total thickness of 41.6 nm. Parallel lines so far apart hardly interact, so the model understates the density here, and the true equilibrium spacing is smaller.

## Second derivation: force on a moving dislocation

The symbols carry over. A film of thickness $h_f$ and a substrate of thickness $h_s$ have the same biaxial modulus $M$ and a misfit $\varepsilon_m>0$. The in-plane edge component of the Burgers vector is $b$, and a misfit line costs $E_d$ per length. The effective thickness is $h_{\mathrm{eff}}=h_fh_s/(h_f+h_s)$. The first derivation minimized the energy of two dislocation arrays and found the onset $M\varepsilon_mb\,h_{\mathrm{eff}}=E_d$, hence $h_{\mathrm{eff}}=h_{c,\mathrm{bulk}}$ at fixed $E_d$. The example had $h_{c,\mathrm{bulk}}=6.12$ nm.

The second route considers one dislocation and asks whether the stress in the film can drive it. No areal energy has to be minimized.

### Energy released by one line

Suppose a dislocation runs along the interface in the $y$ direction and then turns up through the film to its free surface. The part that crosses the film is the threading segment. If it advances by $\delta y$, it leaves a further length $\delta y$ of misfit line at the interface. The motion is favourable if the stress already present releases more energy than the new line costs.

The segment sweeps a strip of the film. The strip contains the $y$ direction, so its unit normal has components $n_x$ and $n_z$ only, with $z$ perpendicular to the film. The material on the two sides of the strip is displaced relatively by the Burgers vector $\mathbf b$. The energy released by the existing stress is, in magnitude,

$$\delta W=\sum_{ij}\sigma_{ij}b_in_j\,\delta A .$$

The coherent film has $\sigma_{xx}=\sigma_{yy}=\sigma_f$ and no other stress components. With $n_y=0$, only the term $i=j=x$ survives:

$$\delta W=\sigma_f\,b_x\,n_x\,\delta A .$$

If the strip is inclined by an angle $\varphi$ to the film normal, its width is $h_f/\cos\varphi$, while $n_x=\cos\varphi$. The product $n_x\delta A$ is therefore $h_f\,\delta y$ for any inclination. With $b_x=b$,

$$\frac{\delta W}{\delta y}=\sigma_fbh_f=M\varepsilon_fbh_f .$$

The component of $\mathbf b$ along the line and the component normal to the film do not enter. They do contribute to the line energy $E_d$.

The sign can be seen from a vertical cut through a film in tension. The cut faces tend to draw apart. When they separate by $b$ and the gap is filled with material, the film has given up energy. This is the sense of $\mathbf b$ that relieves the misfit.

There is no factor $\tfrac12$ in $\delta W$, because the film stress is present at full strength from the beginning of the displacement. The stress of the dislocation itself builds up in proportion to the displacement. Its work therefore carries a factor $\tfrac12$, and it is counted in $E_d$.

Energy minimization has given the critical-thickness relation for a bilayer held flat, and the driving force on a threading segment has been found to be $M\varepsilon_fbh_f$. It remains to obtain $\varepsilon_f$ from force balance, recover the same relation, and examine the effects of unequal moduli, the neglected logarithm and bending.
